\section*{Radial meta-GGA Kohn–Sham equation and the modified norm-conservation relation}

\section*{Setting}

An atom of nuclear charge $Ze$ is treated without relativity and without spin polarization, in Gaussian units. Orthonormal orbitals $\psi_i$ carry fixed occupations $f_i$, shared equally among the $2l+1$ members of each shell. The density, its squared gradient and the kinetic energy density are
\begin{equation}
n=\sum_i f_i|\psi_i|^2,\qquad \sigma=|\nabla n|^2,\qquad \tau=\frac{\hbar^2}{2m}\sum_i f_i|\nabla\psi_i|^2 .
\end{equation}
The energy is $E=\int\tau\,d^3r-Ze^2\int (n/r)\,d^3r+E_H+E_{xc}$, with $E_H=\frac{e^2}{2}\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$ and a meta-GGA $E_{xc}=\int e_{xc}(n,\sigma,\tau)\,d^3r$. Subscripts on $e$ denote partial derivatives of $e_{xc}$, and $v_\tau\equiv e_\tau$ is dimensionless because $e_{xc}$ and $\tau$ are both energy densities. A prime is $d/dr$.

\section*{(a) The orbital equation}

\emph{Make $E$ stationary with respect to the orbitals, find the operator they obey, and state how $v_\tau$ is related to a mass.}

\subsection*{Solution}

Vary $\psi_i^*$ with $\psi_i$ held fixed. Then $\delta n=f_i\psi_i\,\delta\psi_i^*$, $\delta\sigma=2\nabla n\cdot\nabla\delta n$ and $\delta\tau=(\hbar^2/2m)f_i\nabla\psi_i\cdot\nabla\delta\psi_i^*$. The chain rule gives
\begin{equation}
\delta E=\int\Big[\Big(-\frac{Ze^2}{r}+v_H+e_n\Big)\delta n+2e_\sigma\nabla n\cdot\nabla\delta n+(1+v_\tau)\,\delta\tau\Big]d^3r ,
\end{equation}
where $v_H=e^2\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ and the 1 comes from the kinetic energy. The second and third terms are integrated by parts, with no surface term because $\delta\psi_i^*$ vanishes at infinity. With $\mu\equiv1+v_\tau$ this yields $\delta E=f_i\int\delta\psi_i^*\,H\psi_i\,d^3r$, where
\begin{equation}
H=-\frac{\hbar^2}{2m}\nabla\cdot\mu\nabla+v,\qquad v=-\frac{Ze^2}{r}+v_H+e_n-\nabla\cdot(2e_\sigma\nabla n). \label{H}
\end{equation}
Orthonormality enters through a Hermitian matrix of multipliers, $f_iH\psi_i=\sum_j\lambda_{ji}\psi_j$. Projecting on $\psi_j$ gives $\lambda_{ji}=f_iH_{ji}$. Since $\lambda$ and $H$ are both Hermitian, $f_iH_{ji}=\lambda_{ij}^*=f_jH_{ji}$, so $H_{ji}=0$ when $f_i\ne f_j$. Among orbitals of equal occupation a unitary rotation leaves $n$ and $\tau$ unchanged and diagonalizes $H$. Hence $H\psi_i=\varepsilon_i\psi_i$, the generalized Kohn--Sham equation.

The function $\mu$ multiplies $\hbar^2/2m$, so the kinetic operator is $-\frac{\hbar^2}{2}\nabla\cdot\frac{1}{m^*}\nabla$ with $m^*(\mathbf r)=m/\mu(\mathbf r)$. The quantity $1+v_\tau$ is the inverse of the mass ratio: a positive $v_\tau$ makes the electron lighter. For $v_\tau=0$ the operator is the GGA one.

\section*{(b) The radial equation}

\emph{Show that $\mu$ and $v$ are spherical, derive the equation for $u(r)$ in $\psi=R(r)Y_{lm}$ with $R=u/r$, and find the behaviour of $u$ at the origin.}

\subsection*{Solution}

Write $\nabla=\hat{\mathbf r}\,\partial_r+r^{-1}\nabla_\Omega$, with $\nabla_\Omega^2Y_{lm}=-l(l+1)Y_{lm}$. The addition theorem gives $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$. Applying $\nabla_\Omega^2$ to this constant gives $0=2\sum_m|\nabla_\Omega Y_{lm}|^2-2l(l+1)\sum_m|Y_{lm}|^2$. For shells holding $N_{nl}$ electrons, so that $f=N_{nl}/(2l+1)$,
\begin{equation}
4\pi n=\sum_{nl}N_{nl}R_{nl}^2,\qquad 4\pi\tau=\frac{\hbar^2}{2m}\sum_{nl}N_{nl}\Big[R_{nl}'^2+\frac{l(l+1)}{r^2}R_{nl}^2\Big]. \label{ntau}
\end{equation}
Both depend on $r$ alone, as does $\sigma=n'^2$, and therefore $\mu$ and $v$ do too. The divergence of the radial vector $2e_\sigma n'\hat{\mathbf r}$ gives
\begin{equation}
v=-\frac{Ze^2}{r}+v_H+e_n-\frac{1}{r^2}\big(2r^2e_\sigma n'\big)' . \label{v}
\end{equation}
Because $\mu$ has no angular dependence it passes through $\nabla_\Omega$:
\begin{equation}
\nabla\cdot(\mu\nabla RY_{lm})=Y_{lm}\Big[\frac1{r^2}\big(\mu r^2R'\big)'-\mu\frac{l(l+1)}{r^2}R\Big]. \label{flux}
\end{equation}
From $R=u/r$ follows $r^2R'=ru'-u$, and
\begin{equation}
\big[\mu(ru'-u)\big]'=\mu'(ru'-u)+\mu(ru''+u'-u')=r\Big[(\mu u')'-\frac{\mu'}{r}u\Big].
\end{equation}
Multiplying $H\psi=\varepsilon\psi$ by $r/Y_{lm}$ gives
\begin{equation}
-\frac{\hbar^2}{2m}(\mu u')'+Wu=\varepsilon u,\qquad W=v+\frac{\hbar^2}{2m}\Big[\frac{\mu'}{r}+\mu\frac{l(l+1)}{r^2}\Big]. \label{rad}
\end{equation}
Three things differ from the GGA case: $\mu$ stands inside the derivative, it scales the centrifugal barrier, and a term $\hbar^2\mu'/2mr$ appears that acts in every channel, repulsive where $\mu$ grows outward. The weight of $\varepsilon$ remains 1, matching the norm $\int u^2dr$.

Assume $\mu>0$, $\mu(0)$ and $\mu'(0)$ finite, and $v$ no more singular than $1/r$. For $u\sim r^s$ the terms of order $r^{s-2}$ are $\mu(0)[s(s-1)-l(l+1)]$, while $\mu'u'$, $\mu'u/r$ and $vu$ are of order $r^{s-1}$. The roots are $s=l+1$ and $s=-l$. The second is rejected: for $l\ge1$ the norm diverges, and for $l=0$ it gives $R\sim1/r$, for which $\int R'^2r^2dr$ diverges. The regular solution is $u\sim r^{l+1}$. If $\mu$ passed through zero, the coefficient of $u''$ would vanish there, the equation would have a singular point, and the integrations below could not be carried across it without further conditions.

\section*{(c) Slope of the logarithmic derivative}

\emph{With $v$ and $\mu$ held fixed, let $u(r,\varepsilon)$ be the real regular solution at an arbitrary energy. Relate the solutions at two energies to their overlap inside a radius $r_c$, and find $\partial L/\partial\varepsilon$ for $L=u'/u$ at $r_c$. Work out the case of constant $\mu$, $v=0$, $l=0$ directly.}

\subsection*{Solution}

Multiply Eq.~\eqref{rad} for $u_1$ by $u_2$, that for $u_2$ by $u_1$, and subtract. The products $Wu_1u_2$ cancel, the $\mu'/r$ term among them. What remains is a total derivative, since $u_2(\mu u_1')'-u_1(\mu u_2')'=[\mu(u_2u_1'-u_1u_2')]'$, the two terms $\mu u_1'u_2'$ cancelling. At the origin $u_2u_1'\sim r^{2l+1}\to0$. Integration to $r_c$ gives
\begin{equation}
-\frac{\hbar^2}{2m}\,\mu(r_c)\big[u_2u_1'-u_1u_2'\big]_{r_c}=(\varepsilon_1-\varepsilon_2)\int_0^{r_c}u_1u_2\,dr . \label{two}
\end{equation}
If neither function vanishes at $r_c$, the bracket equals $u_1u_2(L_1-L_2)$. Dividing by $\varepsilon_1-\varepsilon_2$ and letting $\varepsilon_2\to\varepsilon_1$,
\begin{equation}
\frac{\partial L}{\partial\varepsilon}\Big|_{r_c}=-\frac{2m}{\hbar^2}\,\frac{Q}{\mu(r_c)\,u(r_c)^2},\qquad Q=\int_0^{r_c}u^2dr . \label{norm}
\end{equation}
The ratio $Q/u^2$ does not depend on the normalization of $u$, so the relation holds at energies that are not eigenvalues. Since $R'/R=L-1/r$, the slope of $R'/R$ is the same. The slope is negative for $\mu(r_c)>0$, and it is the GGA expression with $m$ replaced by $m^*(r_c)$. The interior profile of $\mu$ enters through the shape of $u$ and does not appear explicitly.

For constant $\mu$, $v=0$ and $l=0$, $u=\sin kr$ with $k^2=2m\varepsilon/\hbar^2\mu$, so $dk/d\varepsilon=m/\hbar^2\mu k$. With $s=\sin kr_c$, $c=\cos kr_c$ and $L=k\cot kr_c$,
\begin{equation}
\frac{\partial L}{\partial\varepsilon}=\frac{m}{\hbar^2\mu k}\Big[\frac cs-\frac{kr_c}{s^2}\Big]=-\frac{m}{\hbar^2\mu k}\,\frac{kr_c-sc}{s^2}.
\end{equation}
The norm is $Q=r_c/2-\sin(2kr_c)/4k=(kr_c-sc)/2k$, and inserting it in Eq.~\eqref{norm} reproduces this expression.

Besides $\mu\ne0$, the relation needs $u(r_c)\ne0$ and fields $v$ and $\mu$ that do not depend on $\varepsilon$, since the cancellations above used the same $v$ and $\mu$ at both energies. At a node, $u(r_c)=0$, $L$ has a pole and Eq.~\eqref{two} must be used. If $v$ depends on $\varepsilon$, the subtraction leaves $(v_1-v_2)u_1u_2$, and $Q$ is replaced by $\int_0^{r_c}(1-\partial v/\partial\varepsilon)u^2dr$. The relaxation of $v$ and $\mu$ when occupations change is likewise outside Eq.~\eqref{norm}.

\section*{(d) A jump in $\mu$}

\emph{Let $\mu$ jump from $\mu_1$ to $\mu_2$ at $r=a<r_c$ while $v$ stays bounded. Find the matching conditions, a logarithmic derivative that is continuous, and its energy slope. Find the error made by taking $\mu u'$ continuous, and evaluate it for $v=0$, $\mu_1=1.5$, $\mu_2=1$, $a=0.8$ bohr, $r_c=1.3$ bohr, $\varepsilon=1$ hartree.}

\subsection*{Solution}

Regard the jump as the limit of a thin smooth layer. By Eq.~\eqref{flux}, $(\mu r^2R')'$ equals bounded functions times $R$, so its integral across the layer vanishes with the width, and $\mu R'$ is continuous. Then $R'=(\mu R')/\mu$ is bounded and $R$ is continuous. In terms of $u$, $\mu rR'=\mu(u'-u/r)$, so $\mu u'$ jumps by $(\mu_2-\mu_1)u(a)/a$. This is the integral of the term $\mu'u/r$ in Eq.~\eqref{rad}, which has become a delta function. The continuous quantity is
\begin{equation}
D=\mu\frac{R'}{R}=\mu\Big(L-\frac1r\Big),\qquad \frac{\partial D}{\partial\varepsilon}\Big|_{r_c}=-\frac{2m}{\hbar^2}\frac{Q}{u(r_c)^2}. \label{D}
\end{equation}
The slope follows from Eq.~\eqref{norm} times $\mu(r_c)$. The derivation survives the jump, because $\mu(u_2u_1'-u_1u_2')=u_1u_2(D_1-D_2)$ is continuous at $a$.

Let $u_w$ agree with $u$ inside $a$ but have $\mu u_w'$ continuous. Just outside, $\mu_2u_w'=\mu_1u'(a^-)$, while $\mu_2u'=\mu_1u'(a^-)+(\mu_2-\mu_1)u(a)/a$. Both solve the same equation at the same energy for $r>a$, so $\mu(uu_w'-u_wu')=uu_w(D_w-D)$ is constant there and equals its value at $a^+$:
\begin{equation}
D_w(r_c)-D(r_c)=\frac{(\mu_1-\mu_2)\,u(a)^2}{a\,u(r_c)\,u_w(r_c)} . \label{gap}
\end{equation}
In hartree units ($\hbar=m=e=1$), $k_j=\sqrt{2\varepsilon/\mu_j}$, the interior solution is $R=j_l(k_1r)$ and the exterior one is $\alpha j_l(k_2r)+\beta y_l(k_2r)$, with $\alpha,\beta$ from the two matching conditions. For $l=0$, $D(r_c)=-1.1406$ and $D_w(r_c)=-0.7133$ bohr$^{-1}$, a gap of $0.4274$. For $l=1$, $D=0.3134$ and $D_w=0.4080$, a gap of $0.0946$. Equation~\eqref{gap} gives the same two gaps, and it shows that the smaller one reflects a stronger growth of $u$ and $u_w$ between $a$ and $r_c$. Integrating Eq.~\eqref{rad} by fourth-order Runge--Kutta through the layer $\mu=\frac12(\mu_1+\mu_2)+\frac12(\mu_2-\mu_1)\tanh[(r-a)/w]$ with $w=0.02$ bohr gives $-1.1402$ and $0.3141$. These lie $0.0004$ and $0.0007$ bohr$^{-1}$ from the values with continuous $\mu R'$, less than 1\% of the gap in both channels. A central difference of the Bessel $D(r_c)$ in $\varepsilon$ gives $-1.5383$ and $-0.5901$ hartree$^{-1}$bohr$^{-1}$, and $-2Q/u^2$ with $Q$ by quadrature gives the same values.

\section*{(e) Consequences for a pseudopotential}

\emph{A nodeless pseudo orbital $u_{PS}=r^{l+1}e^{p(r)}$ replaces the all-electron (AE) orbital inside $r_c$ at a reference energy $\varepsilon$ and equals it outside. For a given continuous $\mu_{PS}$, find the potential $v_l$ that produces it, the condition for equal slopes of $L$, and the effect of a Kleinman--Bylander term.}

\subsection*{Solution}

Here $u'/u=(l+1)/r+p'$, and $u''/u=(u'/u)'+(u'/u)^2=l(l+1)/r^2+2(l+1)p'/r+p''+p'^2$. Equation~\eqref{rad} divided by $u$ reads $v_l=\varepsilon+\frac{\hbar^2}{2m}[\mu u''/u+\mu'u'/u-\mu'/r-\mu l(l+1)/r^2]$. The centrifugal terms cancel and $(l+1)/r-1/r=l/r$, so
\begin{equation}
v_l=\varepsilon+\frac{\hbar^2}{2m}\Big[\mu_{PS}\Big(p''+p'^2+\frac{2(l+1)}{r}p'\Big)+\mu_{PS}'\Big(p'+\frac lr\Big)\Big]. \label{inv}
\end{equation}
If $p$ and $\mu_{PS}$ are even in $r$, then $p'\simeq p''(0)r$ and $\mu_{PS}'\simeq\mu_{PS}''(0)r$ near the origin, and
\begin{equation}
v_l(0)=\varepsilon+\frac{\hbar^2}{2m}\big[(2l+3)\,\mu_{PS}(0)\,p''(0)+l\,\mu_{PS}''(0)\big] \label{v0}
\end{equation}
is finite. A nonzero $\mu_{PS}'(0)$ would leave a $1/r$ singularity for $l\ge1$.

Since $u_{PS}(r_c)=u_{AE}(r_c)$, Eq.~\eqref{norm} gives
\begin{equation}
\frac{\partial_\varepsilon L_{PS}}{\partial_\varepsilon L_{AE}}=\frac{Q_{PS}}{Q_{AE}}\,\frac{\mu_{AE}(r_c)}{\mu_{PS}(r_c)} . \label{ratio}
\end{equation}
Equal slopes require equal $Q/\mu(r_c)$. A normalized pseudo orbital that equals the normalized AE orbital outside $r_c$ must have $Q_{PS}=Q_{AE}$. The two demands agree if and only if $\mu_{PS}(r_c)=\mu_{AE}(r_c)$. When $\mu$ and $v$ also coincide for $r>r_c$, the exterior solution is fixed up to scale by $D(r_c)$, and conserving $Q$ makes it correct to first order in the departure from the reference energy.

Equation~\eqref{ratio} holds at every radius $r\ge r_c$ where $u\ne0$, with $Q$ taken up to $r$. If $\mu_{PS}\ne\mu_{AE}$ outside and $Q$ is conserved, the ratio is $\mu_{AE}(r)/\mu_{PS}(r)$, which returns to 1 wherever both $v_\tau$ have decayed. If instead $Q_{PS}$ is rescaled to match $Q/\mu$ at $r_c$, the deficit $Q_{AE}-Q_{PS}$ is the same at all larger radii and the ratio tends to $1-(Q_{AE}-Q_{PS})$ under the same condition, with the AE norm equal to 1. Rescaling therefore repairs the slope at $r_c$ at the price of the charge and of the distant slope, and the cure lies in $\mu_{PS}$. By Eq.~\eqref{ntau} the valence parts of $n$, $n'$ and $\tau$ agree outside $r_c$. As $v_\tau$ is a local function of $n$, $\sigma$ and $\tau$, it suffices to add core contributions to both $n$ and $\tau$ that equal the AE ones for $r\ge r_c$.

For the separable form choose $v_{loc}=v_l$ outside $r_c$, set $\chi=(v_l-v_{loc})u_{PS}$ and $E_\chi=\int\chi u_{PS}\,dr$, and replace $v_lu$ by $v_{loc}u+\chi\langle\chi|u\rangle/E_\chi$. Acting on $u_{PS}$ the new term gives $\chi$, so the reference solution is unchanged. In the subtraction of part (c) it adds $[u_2\chi\langle\chi|u_1\rangle-u_1\chi\langle\chi|u_2\rangle]/E_\chi$. Because $\chi$ vanishes beyond $r_c$, the integral over $(0,r_c)$ is $[\langle\chi|u_2\rangle\langle\chi|u_1\rangle-\langle\chi|u_1\rangle\langle\chi|u_2\rangle]/E_\chi=0$. Equations~\eqref{two} and \eqref{norm} stand.

\section*{(f) The fluorine atom}

\emph{A fluorine pseudopotential starts from the atom $1s^22s^22p^5$, spherically averaged and unpolarized. With the r$^2$SCAN functional and $r_c=1.3$ bohr, evaluate the results above for the $2s$ and $2p$ channels.}

\subsection*{Solution}

All numbers are in hartree units. The atom is solved self-consistently in three dimensions with Eq.~\eqref{H} in an even-tempered basis of 25 $s$ and 18 $p$ Gaussians, giving $E=-99.6828$ hartree. This level omits relativity, spin polarization and multiplet structure, and its eigenvalues are not ionization energies. Along a ray, $n$, $n'$ and $\tau$ give $\mu$ and the $v$ of Eq.~\eqref{v} on a logarithmic grid to 10 bohr, with radial derivatives from cubic splines. At $r_c$, $n=0.16332$, $n'=-0.51197$ and $\tau=0.26982$ lead to $v_\tau=0.051938$, $\mu'=0.05069$ and $v=-1.06320$, so $m^*/m=1/1.051938=0.9506$. On the grid $\mu$ stays above 1 and peaks at $1.0840$ at $2.01$ bohr.

Equation~\eqref{rad} is integrated outward by fourth-order Runge--Kutta in $\ln r$ for the pair $(u,\mu u')$, and $\varepsilon$ is adjusted until $u$ vanishes deep in the forbidden region.
\begin{center}
\begin{tabular}{lccc}
 & basis & radial & shift without $\mu'/r$\\
$1s$ & $-24.584738$ & $-24.584744$ & $-0.1426$\\
$2s$ & $-1.157195$ & $-1.157197$ & $-0.0312$\\
$2p$ & $-0.425044$ & $-0.425047$ & $-0.0255$
\end{tabular}
\end{center}
The radial valence levels are $-31.49$ and $-11.57$ eV. The radial and basis values differ by 2 to 6 microhartree. The radial values are the lower ones in all three cases. This is the sign that an incomplete basis produces, since for a fixed $H$ the eigenvalues in a finite basis are upper bounds to the exact ones. The last column is the change of the eigenvalue when $\mu'/2r$ is deleted from $W$ at fixed $v$ and $\mu$. To first order it is $-\int u^2(\mu'/2r)\,dr$, so the negative sign says that this weighted average of $\mu'/r$ is positive. The local value at $r_c$, $0.05069/2.6=0.0195$ hartree, is of the same order as the valence shifts, but it does not determine them: the average is taken over the whole orbital, and most of the valence norm lies inside $r_c$. For $2p$ the shift is 6\% of the eigenvalue.

The normalized $2s$ orbital has $|u(r_c)|=0.723747$, $L=-1.021565$ and $Q=0.779987$ by Simpson quadrature, against $Q=0.779979$ from the Gaussian orbital. Then
\begin{equation}
-\frac{2Q}{u^2}=-\frac{2\times0.779987}{0.723747^2}=-2.97813,\qquad \frac{\partial L}{\partial\varepsilon}=\frac{-2.97813}{1.051938}=-2.83109 .
\end{equation}
For $2p$, $|u(r_c)|=0.695809$, $L=-0.702158$ and $Q=0.705013$ give $-2.91237$ and $-2.76858$. Central differences of $L$ between two integrations at neighbouring energies give $-2.83109$ and $-2.76858$ hartree$^{-1}$bohr$^{-1}$, or $-0.1966$ and $-0.1923$ eV$^{-1}$\AA$^{-1}$. The GGA formula is too steep by 5.2\% relative to these, which is $v_\tau(r_c)$.

For the pseudo orbitals take $p=A+Bt+Ct^2+ct^3$ with $t=r^2-r_c^2$. At $r_c$, $p=A$, $p'=2r_cB$ and $p''=2B+8r_c^2C$, which match $u$, $u'$ and $u''$. For $2s$, $A=\ln(0.723747/1.3)=-0.58568$ and $B=(-1.021565-1/1.3)/2.6=-0.68877$. Equation~\eqref{rad} gives
\begin{equation}
\frac{u''}{u}=\frac{\mu'/r_c+2(v-\varepsilon)-\mu'L}{\mu}=\frac{0.0390+0.1880+0.0518}{1.0519}=0.2650 ,
\end{equation}
so $p''=u''/u-L^2+1/r_c^2=0.2650-1.0436+0.5917=-0.1869$ and $C=(-0.1869+1.3775)/13.52=0.0881$. For $2p$ the same steps give $A=-0.88741$, $B=-0.86178$, $C=0.18158$. Since $t^3<0$ inside, the norm falls monotonically with $c$, and a root search fixes $c$. The smooth choice $\mu_{PS}=a_0+br^2$ matches value and slope with $b=0.05069/2.6=0.019496$ and $a_0=1.051938-1.69\,b=1.018990$. This profile is prescribed. It is not the $1+v_\tau$ that r$^2$SCAN would give for the pseudo density inside $r_c$, and by Eq.~\eqref{ratio} only its value at $r_c$ enters the slope ratio. The choice $\mu_{PS}=1$ stands for dropping $v_\tau$ from the pseudo operator altogether, not for omitting the core contributions, which are negligible for the fluorine $1s$ shell at this radius. Each $v_l$ from Eq.~\eqref{inv} is integrated at shifted energies and the slope of $L$ is divided by the AE slope.
\begin{center}
\begin{tabular}{lccc}
 & $Q_{PS}$ ($2s$, $2p$) & $c$ ($2s$, $2p$) & ratio\\
$a_0+br^2$, $Q$ kept & 0.7800, 0.7050 & 0.0308, $-0.1547$ & 1.000000\\
$\mu_{PS}=1$, $Q$ kept & 0.7800, 0.7050 & 0.0308, $-0.1547$ & 1.051938\\
$\mu_{PS}=1$, $Q/\mu$ kept & 0.7415, 0.6702 & 0.0483, $-0.1368$ & 1.000000
\end{tabular}
\end{center}
The ratios are the same in both channels and follow Eq.~\eqref{ratio}. The first two rows share one orbital and differ in slope by 5.2\% relative to the AE value. Continued outward with $\mu_{PS}=1$, the second row would reach the ratio $1.0840$ at $2.01$ bohr. The third row reaches the ratio 1 with $Q_{PS}=0.779987/1.051938=0.7415$, losing $0.0385$ of the $2s$ norm and $0.0348$ of the $2p$ norm.

Equation~\eqref{v0} connects the potentials of the first two rows, which share $p''(0)$. With $\mu_{PS}=1$, $v(0)=-3.3254$ for $2s$ and $-14.4319$ for $2p$. For $2s$, $v(0)-\varepsilon=-2.1682$ is scaled by $a_0$ to $-2.2094$, giving $v(0)=-3.3666$. For $2p$, $-14.0069\,a_0=-14.2729$, the term $\frac12l\mu_{PS}''(0)=b$ adds $0.0195$, and $v(0)=-14.2534-0.4250=-14.6784$ hartree.

For the separable form of the first row, $v_{loc}-v_l=(1-r^2/r_c^2)^4$ hartree inside $r_c$ gives $E_\chi=-0.1896$ and $-0.1637$ hartree. The solution is $u=u_0+\kappa u_1$, where $u_0$ is the regular solution for $v_{loc}$ and $u_1$ solves the same equation with the source, $(H_{loc}-\varepsilon)u_1=-\chi$. Substitution requires $\kappa=\langle\chi|u\rangle/E_\chi$, so $\kappa=\langle\chi|u_0\rangle/(E_\chi-\langle\chi|u_1\rangle)$. The slope ratio from this solution is $1.000000$ in both channels.

Numerical values quoted here were computed with a short program.
